# Harmonic Face Permittivities in a Finite-Volume Solver for Layered Gate Dielectrics

A metal gate sits above silicon, separated from it by two insulating films: 0.8 nm of interlayer oxide with relative permittivity 3.9, and 2.0 nm of a high-k oxide with relative permittivity 20. With 0.8 V across the films, how much charge does the gate hold? A device simulator can answer by cutting the films into cells and balancing electric flux between them. Each cell has a definite permittivity, but the flux crosses faces, and the face between the two oxides belongs to both. The value assigned to that face decides whether the computed capacitance is right.

## The problem to be discretized

Take planar layers $k=1,\dots,m$ with thicknesses $t_k$ and constant relative permittivities $\varepsilon_k>0$. The area is large enough for edge effects to be ignored, the electrodes are ideal, and there is no free charge in the layers or at their interfaces. The silicon side is at $x=0$ with potential $\phi=0$, and the gate is at potential $V$.

Gauss's law gives $(\varepsilon\phi')'=0$, so the scaled flux

$$q=\varepsilon(x)\,\phi'(x)$$

is the same everywhere. The displacement is $D=-\varepsilon_0 q$. The normal pointing from the gate into the dielectric is along $-x$, so the gate charge per area is $+\varepsilon_0q$. Integrating $\phi'=q/\varepsilon$ across the films gives

$$V=qR,\qquad R=\sum_k\frac{t_k}{\varepsilon_k},\qquad C=\frac{\varepsilon_0q}{V}=\frac{\varepsilon_0}{R}.$$

Here $C$ is capacitance per area, and $R$, a length, acts as a series resistance to flux. For the stack,

$$R=\frac{0.8}{3.9}+\frac{2.0}{20}=0.20513+0.10000=0.30513\ \text{nm},$$

so $C=2.902\ \mu\text{F/cm}^2$ and the gate charge at 0.8 V is $2.321\ \mu\text{C/cm}^2$. The same capacitance would come from $3.9R=1.190$ nm of interlayer oxide alone. A solver should reproduce these values.

## A first scheme and its error

Divide the films into cells of width $h_i$, with every material interface on a cell face. Store $\phi_i$ at each cell centre. Integrating $(\varepsilon\phi')'=0$ over cell $i$ leaves the difference of its two face fluxes:

$$q_{i+1/2}-q_{i-1/2}=0,\qquad q_f=g_f(\phi_R-\phi_L).$$

The letters $L$ and $R$ as subscripts denote the cells left and right of face $f$. The link $g_f$ is a face permittivity divided by the distance $(h_L+h_R)/2$ between centres. At an electrode the distance is half a cell and one material fills it, so $g=2\varepsilon/h$.

At an interior face, the first candidate is the arithmetic mean weighted by cell width,

$$\varepsilon_A=\frac{h_L\varepsilon_L+h_R\varepsilon_R}{h_L+h_R},$$

which is the ordinary mean on equal cells. With $h=0.4$ nm the interface value is $(3.9+20)/2=11.95$. The solver then returns $3.193\ \mu\text{F/cm}^2$, which is 10.0% above the exact value.

The discrete balance is satisfied, so flux is conserved. The inconsistency appears when the computed flux is put back into the layers. The field in each must be $q/\varepsilon_k$, and the resulting drops add up to 0.880 V, although only 0.800 V was applied. Some of the dielectric's resistance to flux has gone missing.

## Finding the missing resistance

To see where it went, solve the discrete equations by elimination. For $N$ cells, row $i$ reads

$$-g_{i-1/2}\phi_{i-1}+(g_{i-1/2}+g_{i+1/2})\phi_i-g_{i+1/2}\phi_{i+1}=0,$$

with $\phi_0=0$ and $\phi_{N+1}=V$ standing for the electrodes. The first row gives

$$(G_1+g_{3/2})\phi_1=g_{3/2}\phi_2,\qquad G_1=g_{1/2}.$$

Suppose that elimination has reached $(G_{i-1}+g_{i-1/2})\phi_{i-1}=g_{i-1/2}\phi_i$. Substituting this $\phi_{i-1}$ into row $i$ gives

$$(G_i+g_{i+1/2})\phi_i=g_{i+1/2}\phi_{i+1},$$

$$G_i=g_{i-1/2}-\frac{g_{i-1/2}^2}{G_{i-1}+g_{i-1/2}}=\frac{g_{i-1/2}G_{i-1}}{G_{i-1}+g_{i-1/2}}.$$

Taking reciprocals,

$$\frac1{G_i}=\frac1{G_{i-1}}+\frac1{g_{i-1/2}}.$$

Every $G_i$ is therefore positive, no pivot vanishes, and the solution is unique. The algorithm is one forward sweep for $G_i$ and one backward sweep for $\phi_i$, starting from $\phi_{N+1}=V$. Its cost is proportional to $N$.

The recurrence also shows that $1/G_i$ is the sum of $1/g_f$ over all faces to the left of centre $i$. At the gate,

$$q=g_{N+1/2}(V-\phi_N)=\frac{g_{N+1/2}G_N}{G_N+g_{N+1/2}}V,
\qquad\text{so}\qquad \frac Vq=\sum_f\frac1{g_f}.$$

The solver has no other source of capacitance error: the answer is exact when the link resistances $1/g_f$ add up to $R$. Inside a uniform layer they are correct for any choice of mean, because both cells have the same permittivity. The fault must lie in the link that crosses the material interface.

## The link that the physics requires

Between the centres of cells $L$ and $R$ the true potential is not one straight line. It has a kink at the interface, because $\varepsilon\phi'$ is continuous while $\varepsilon$ jumps. Introduce the potential $\phi_f$ at the face and write the flux from each side:

$$q=\frac{2\varepsilon_L}{h_L}(\phi_f-\phi_L)=\frac{2\varepsilon_R}{h_R}(\phi_R-\phi_f).$$

Solving each equality for its potential difference and adding removes $\phi_f$:

$$\phi_R-\phi_L=q\left(\frac{h_L}{2\varepsilon_L}+\frac{h_R}{2\varepsilon_R}\right).$$

The link and the corresponding face permittivity are therefore

$$\frac1{g_f}=\frac{h_L}{2\varepsilon_L}+\frac{h_R}{2\varepsilon_R},
\qquad
\varepsilon_H=\frac{h_L+h_R}{h_L/\varepsilon_L+h_R/\varepsilon_R}.$$

This is the width-weighted harmonic mean. Two half cells in series have resistances that add, whereas the arithmetic mean averages their permittivities.

Now sum over all faces. Each cell contributes one half-cell resistance $h_i/(2\varepsilon_i)$ to the face on its left and another to the face on its right. Hence

$$\sum_f\frac1{g_f}=\sum_i\frac{h_i}{\varepsilon_i}=\sum_k\frac{t_k}{\varepsilon_k}=R.$$

The capacitance is exact, apart from rounding, on any mesh whose faces include the interfaces. One cell per layer is enough, and it gives $2.902\ \mu\text{F/cm}^2$ here.

The potentials are exact too. Summing the drops from the silicon side to centre $i$ collects every half cell up to that point, so

$$\phi_i=q\int_0^{x_i}\frac{dx}{\varepsilon(x)},$$

which is the continuous solution at $x_i$. The face potential follows from $\phi_f=\phi_L+qh_L/(2\varepsilon_L)$.

For $h=0.4$ nm, $\varepsilon_H=2(3.9)(20)/23.9=6.527$, and the interface link is $6.527/0.4=16.32\ \text{nm}^{-1}$. The arithmetic link was $11.95/0.4=29.88\ \text{nm}^{-1}$. The harmonic potentials in the two cells beside the interface are 0.4034 V and 0.5640 V, and the reconstructed interface potential is 0.5378 V. The arithmetic rule gives 0.4438 V and 0.5404 V for the same cells: the drop across its interface link is too small, while the drops over the other links are too large.

## How large the arithmetic error is

Let $\delta$ be the resistance lost at one face when $\varepsilon_A$ replaces $\varepsilon_H$. The arithmetic link has resistance $(h_L+h_R)/(2\varepsilon_A)$, so

$$\delta=\frac{h_L\varepsilon_R+h_R\varepsilon_L}{2\varepsilon_L\varepsilon_R}
-\frac{(h_L+h_R)^2}{2(h_L\varepsilon_L+h_R\varepsilon_R)}.$$

Over the common denominator $2\varepsilon_L\varepsilon_R(h_L\varepsilon_L+h_R\varepsilon_R)$, the numerator is

$$(h_L\varepsilon_R+h_R\varepsilon_L)(h_L\varepsilon_L+h_R\varepsilon_R)-\varepsilon_L\varepsilon_R(h_L+h_R)^2.$$

The first product expands to $(h_L^2+h_R^2)\varepsilon_L\varepsilon_R+h_Lh_R(\varepsilon_L^2+\varepsilon_R^2)$. The squared widths cancel against the second term, leaving $h_Lh_R(\varepsilon_L^2+\varepsilon_R^2-2\varepsilon_L\varepsilon_R)$. Thus

$$\delta=\frac{h_Lh_R(\varepsilon_L-\varepsilon_R)^2}
{2\varepsilon_L\varepsilon_R(h_L\varepsilon_L+h_R\varepsilon_R)}\ge0.$$

It vanishes only without a permittivity contrast. Summing over interfaces,

$$C_A=\frac{\varepsilon_0}{R-\sum\delta},\qquad
\frac{C_A-C}{C}=\frac{\sum\delta}{R-\sum\delta}.$$

The denominator is positive because it is a sum of positive link resistances. With interfaces on faces, the width-weighted arithmetic rule therefore overestimates the capacitance whenever any interface has a contrast. Errors from several interfaces add in $R$ and cannot cancel.

On equal cells the loss becomes

$$\delta=\frac{h(\varepsilon_L-\varepsilon_R)^2}{2\varepsilon_L\varepsilon_R(\varepsilon_L+\varepsilon_R)}.$$

At $h=0.4$ nm this is 0.02781 nm, and $0.02781/(0.30513-0.02781)=0.100$, the 10.0% found above. Refinement at fixed layer thicknesses gives:

| $h$ (nm) | Arithmetic $C$ ($\mu$F/cm²) | Error relative to exact $C$ |
|---:|---:|---:|
| 0.4 | 3.193 | +10.0% |
| 0.2 | 3.040 | +4.8% |
| 0.1 | 2.969 | +2.3% |
| 0.05 | 2.935 | +1.2% |
| 0.025 | 2.918 | +0.6% |

The lost resistance halves with $h$, so convergence is first order. The relative error falls slightly faster at first because its denominator $R-\delta$ grows.

Two limits show what the arithmetic mean does. For nearly equal permittivities, write $\varepsilon_{L,R}=\bar\varepsilon(1\pm\eta)$. On equal cells,

$$\delta=\frac{h\eta^2}{\bar\varepsilon(1-\eta^2)},$$

which is second order in the contrast, so a weak step does little harm. For $\varepsilon_R\to\infty$ at fixed $\varepsilon_L$ and $h$, the loss tends to $h/(2\varepsilon_L)$, the full resistance of the low-permittivity half cell. The arithmetic link then behaves as if that half cell had been removed. In the present stack the low-permittivity film supplies 0.205 nm of the 0.305 nm in $R$, so with only one or two cells across that film this limiting loss would be a sizeable part of the total.

## Unequal cells and the unweighted mean

If the ordinary mean $(\varepsilon_L+\varepsilon_R)/2$ is kept on unequal cells, the sign of the error is no longer fixed. Its link resistance is $(h_L+h_R)/(\varepsilon_L+\varepsilon_R)$, and the loss is

$$\delta_P=\frac{h_L\varepsilon_R+h_R\varepsilon_L}{2\varepsilon_L\varepsilon_R}-\frac{h_L+h_R}{\varepsilon_L+\varepsilon_R}.$$

Over the denominator $2\varepsilon_L\varepsilon_R(\varepsilon_L+\varepsilon_R)$ the numerator is

$$h_L\varepsilon_R^2+h_R\varepsilon_L^2-(h_L+h_R)\varepsilon_L\varepsilon_R
=h_R\varepsilon_L(\varepsilon_L-\varepsilon_R)-h_L\varepsilon_R(\varepsilon_L-\varepsilon_R),$$

and therefore

$$\delta_P=\frac{(\varepsilon_L-\varepsilon_R)(h_R\varepsilon_L-h_L\varepsilon_R)}
{2\varepsilon_L\varepsilon_R(\varepsilon_L+\varepsilon_R)}.$$

At a single interface this rule overestimates $C$ if $h/\varepsilon$ is smaller on the high-permittivity side, underestimates it if $h/\varepsilon$ is larger there, and is exact when the two are equal.

Keep the interlayer cells at 0.2 nm. Equality then requires high-k cells of $0.2\times20/3.9=1.03$ nm. With 1.0 nm cells the error is only +0.14%, but with one 2.0 nm cell it is −5.1%. The width-weighted arithmetic mean gives +5.5% and +5.6% on these two meshes. The small error at 1.0 nm comes from a near cancellation in $\delta_P$ and says nothing about the quality of the rule.

## Interfaces inside cells

The harmonic link assumes that each half cell contains one material. If an interface cuts a cell and the permittivity is sampled at the cell centre, the solver treats a stack whose interface has moved to a face.

With five equal cells, $h=0.56$ nm. The centre of the second cell, at 0.84 nm, lies in the high-k film, so the interlayer is represented as 0.56 nm thick instead of 0.8 nm. The harmonic result is 19.4% too high. With nine cells the interlayer is represented as 0.933 nm, and the harmonic result is 8.3% too low. The arithmetic result on the nine-cell mesh is 1.9% too low, because its lost resistance partly offsets the added oxide. The overestimate proved above thus depends on interfaces lying on faces.

If the mesh cannot be moved, give each cut cell the permittivity

$$\varepsilon_i=\frac{h_i}{\displaystyle\int_{\text{cell }i}dx/\varepsilon(x)}.$$

Then $h_i/\varepsilon_i$ is the true resistance of the cell, and harmonic links restore the exact capacitance on both meshes. The potential at the centre of a cut cell is in general still inexact, because the two half cells have unequal resistances and the averaged cell treats them as equal.

The harmonic rule also belongs to one geometry, with flux normal to the layers. If a face is crossed by two materials side by side and the field runs parallel to their interface, both share the same field and their fluxes add. The face permittivity is then the arithmetic mean weighted by face area. Free charge changes the derivation as well: a sheet charge $\sigma$ at an interface makes the one-sided fluxes differ by $q_L-q_R=\sigma/\varepsilon_0$, and this must enter the balance.

## The real gate stack

The chosen thicknesses and permittivities are rough typical values for a metal-gate stack on silicon, and 0.8 V is the drop across the dielectric, not the full gate voltage. The assumption that moves the capacitance most, among those sized here, is that silicon is an ideal electrode. Its electrons lie at a finite depth and have a finite density of states. A rough estimate puts them in one subband of a triangular well with the full surface field $F=q/11.7$. The subband energy $E_0$ scales as $F^{2/3}$, and first-order perturbation theory gives $dE_0/dF=ez$, where $e$ is the elementary charge and $z$ the mean depth; hence $z=2E_0/(3eF)$. With $E_0\approx0.30$ eV, $z$ is about 0.9 nm, which adds $z/11.7\approx0.08$ nm to $R$. The density of states at 300 K adds about 0.04 nm. The capacitance falls to about $2.1\ \mu\text{F/cm}^2$, roughly a quarter below the ideal-electrode value. The estimate leaves out the electrons' own screening of the field and the higher subbands. Both place charge deeper, so 0.9 nm is too small a mean depth. The added resistance need not grow with it, because $dE_0/dF=ez$ assumes that the field changes equally at every depth, which screening prevents. A self-consistent Schrödinger–Poisson (Hartree) treatment with a hard wall, both sets of valleys and a depletion charge of 1 to $3\times10^{12}$ cm⁻² leaves only 70–80% of the electrons in the lowest subband and moves the mean depth to 1.3–1.6 nm. Yet it lowers the total added resistance from 0.11 to about 0.096 nm, so the capacitance shifts by about $+0.1$ to $2.2\ \mu\text{F/cm}^2$, 24% below the ideal value. The drop still exceeds the arithmetic error at $h=0.4$ nm and has the opposite sign, so a coarse arithmetic mesh could hide part of a real physical effect.

The layer fields are 6.7 and 1.3 MV/cm, about 0.67 and 0.33 of rough breakdown fields of 10 and 4 MV/cm. The interlayer is therefore heavily stressed. A WKB tunnelling estimate, with rough barriers of 3.1 and 1.5 eV and tunnelling masses of 0.5 and 0.2 electron masses, gives a transmission near $10^{-7}$ and a leakage of order 10 A/cm². If leakage current divided by voltage is treated as a conductance, its current matches the capacitive current near 1 MHz. A small-signal measurement sees the slope $dJ/dV$ instead, which in this model is about eight times larger and moves the crossing to roughly 10 MHz. All three figures are orders of magnitude at best, since the transmission depends exponentially on barriers and tunnelling masses: halving the high-k mass raises the leakage to about 200 A/cm², and a 2.0 eV high-k barrier lowers it to about 2 A/cm². Near and below the crossing frequency, leakage cannot be ignored in a capacitance measurement. Direct tunnelling through both films deposits no charge by itself, but if traps are present, charge may collect at the interface, against the charge-free assumption. The numerical output lists the inputs to these estimates.

Harmonic links therefore remove the discretization error of the stated electrostatic problem, but not the error of treating silicon as a metal. For charge-free planar films with flux normal to them, the mesh should place faces on the interfaces and use width-weighted harmonic links. Further refinement then does not change the capacitance, and cells can be spent on the silicon, where the charge varies with depth.

## Computed results

```
interlayer oxide: 0.8 nm, permittivity 3.9
high-k oxide: 2.0 nm, permittivity 20.0
voltage across dielectric: 0.80 V
t/eps of the layers: 0.20513, 0.10000 nm
sum of t/eps: 0.30513 nm
exact capacitance: 2.9018 uF/cm2
equivalent oxide thickness: 1.1900 nm
gate charge: 2.3214 uC/cm2
interface potential: 0.5378 V
fields, interlayer and high-k: 6.723, 1.311 MV/cm
h=0.4 nm harmonic links (1/nm): 19.500 9.750 16.318 50.000 50.000 50.000 50.000 100.000
h=0.4 nm harmonic potentials (V): 0.1345 0.4034 0.5640 0.6165 0.6689 0.7213 0.7738
h=0.4 nm arithmetic links (1/nm): 19.500 9.750 29.875 50.000 50.000 50.000 50.000 100.000
h=0.4 nm arithmetic potentials (V): 0.1479 0.4438 0.5404 0.5981 0.6558 0.7135 0.7712
layer drops implied by arithmetic flux, summed: 0.8802 V
interface permittivity, harmonic and arithmetic: 6.5272, 11.9500
resistance deficit at h=0.4 nm: 0.02781 nm
mesh table: h (nm), harmonic C, arithmetic C (uF/cm2), arithmetic error (%)
  0.400  2.9018  3.1928  +10.028
  0.200  2.9018  3.0403  +4.775
  0.100  2.9018  2.9695  +2.332
  0.050  2.9018  2.9352  +1.152
  0.025  2.9018  2.9184  +0.573
harmonic C with one cell per layer: 2.9018 uF/cm2
unequal cells, interlayer h=0.2 nm: high-k h (nm), plain-mean and weighted-mean error (%)
  0.2  +4.775  +4.775
  1.0  +0.142  +5.531
  2.0  -5.103  +5.643
cut cells: cell count, centre-sampled harmonic and arithmetic error (%), cured error below 1e-8 %
  5  +19.382  +40.835  True
  9  -8.273  -1.894  True
rough silicon inputs: permittivity 11.7, masses 0.92 and 0.19 m_e, 2 valleys, 300 K
electron sheet density: 1.449e+13 cm^-2
electron-layer mean depth: 0.888 nm
Fermi level above subband, and kT: 0.0905, 0.0259 eV
added t/eps from depth and density of states: 0.0759, 0.0359 nm
C with silicon terms: 2.124 uF/cm2, change -26.8 %
rough barriers 3.1, 1.5 eV; tunnelling masses 0.5, 0.2 m_e
subband energy: 0.298 eV; WKB transmission: 1.3e-07
rough leakage: 1.8e+01 A/cm2; leakage equals capacitive current at 1.3e+06 Hz
rough breakdown fields: 10, 4 MV/cm; field fractions: 0.67, 0.33
```
